Operation counts in closed-shell CCSD and the quarter-cost ladder

**1. The decision and what is counted**

Before a coupled-cluster singles and doubles (CCSD) calculation is enlarged, one must judge what a larger basis will cost and which contraction deserves optimization. The familiar label "sixth order" does not settle this: several terms are of sixth order, and they grow differently with the numbers of occupied and virtual orbitals.

Let the reference be a closed-shell determinant with o doubly occupied spatial orbitals i, j, k, l and v virtual ones a, b, c, d. General orbitals are p, q, r, s. One operation is one product of two tensor elements together with its addition. Numerical prefactors, separate additions and data movement are not counted. A pairwise contraction then costs the product of the ranges of all its distinct indices. The counts are for one evaluation of the doubles residual, with dense arrays and no point-group symmetry.

Spin-summed excitations are E_pq = Σ_σ p†_σ q_σ, and the cluster operators are

T1 = Σ t_i^a E_ai,  T2 = ½ Σ t_ij^ab E_ai E_bj,  t_ij^ab = t_ji^ba. (1)

The residual R_ij^ab is the coefficient of a†_α i_α b†_β j_β acting on the reference in exp(−T)H exp(T)|0⟩, where T = T1 + T2. It vanishes at the solution.

**2. Removing the singles from the equations**

T1 and T2 commute, so the singles can be absorbed first in H̃ = exp(−T1) H exp(T1). From [E_ai, p†] = δ_ip a† and [E_ai, p] = −δ_ap i, and because the next commutator vanishes,

i† → i† − Σ_a t_i^a a†,  a → a + Σ_i t_i^a i, (2)

while a† and i are unchanged. Collecting coefficients, a creator index a in an integral becomes a − Σ_k t_k^a k, and an annihilator index i becomes i + Σ_c t_i^c c. In (pq|rs), p and r belong to creators, q and s to annihilators. From here on (pq|rs) means the dressed integral, and F_pq = h_pq + Σ_k [2(pq|kk) − (pk|kq)] is built from dressed quantities.

Both electrons are transformed alike, so

(pq|rs) = (rs|pq) (3)

survives. Symmetry under exchange of creator and annihilator indices is generally lost.

**3. The doubles residual**

Normal-order H̃ relative to the reference. T2 raises the excitation level by two, so a double excitation can arise from the part of H̃ that raises the level by two, from the level-conserving part with one T2, or from the part that lowers it by two with two T2. In the commutator expansion every T2 must be contracted with H̃.

The first part gives (ai|bj). Signs in the others follow from adjacent pairs. Contracting a particle gives c c† → 1, so a†c c†i → a†i. Contracting a hole gives k†i a†k → −a†i, because the remaining operators must be interchanged.

With one T2, contracting two particles gives +Σ_cd (ac|bd) t_ij^cd. Contracting two holes gives two minus signs, hence +Σ_kl (ki|lj) t_kl^ab. The Fock matrix gives +F_bc t_ij^ac and −F_kj t_ik^ab, plus the terms with (ai) and (bj) exchanged.

There remains the contraction of one particle c and one hole k, the ring. Abbreviate

t = t_jk^bc, t' = t_jk^cb, u = 2t − t',
K = (ai|kc), J = (ki|ac). (4)

Suppose first that T2 supplies the external pair b, j of spin β. If c and k have spin α, the amplitude is t, and H̃ acts between equal spins with K − J; the minus sign comes from interchanging two annihilators. If c and k have spin β, the amplitude is t − t', and H̃ contributes K. The sum is

t(K − J) + (t − t')K = uK − tJ. (5)

Alternatively T2 supplies b and i. The contracted particle then has spin α and the contracted hole spin β, and the single hole contraction gives −t_ki^bc (kj|ac). Let P add to an expression its copy with (ai) and (bj) exchanged, and let P_ij interchange i and j alone. Since t' = t_kj^bc, the linear rings are

P Σ_kc [uK − tJ − P_ij(t'J)]. (6)

With two T2, H̃ enters through (kc|ld). If one T2 carries i, j and the other a, b, the first contraction adds Σ_cd (kc|ld) t_ij^cd to (ki|lj). If one T2 carries a single external line, a closed pair is summed over spin. The equal-spin and opposite-spin amplitudes add to (t_kl^bd − t_kl^db) + t_kl^bd = u_kl^bd, which corrects the Fock matrix:

F'_bc = F_bc − Σ_kld u_kl^bd (ld|kc),
F'_kj = F_kj + Σ_lcd u_lj^cd (kd|lc). (7)

The minus sign belongs to an open hole contraction, the plus sign to an open particle contraction.

If one T2 carries a, i and the other b, j, define

s = t_il^ad, s' = t_il^da, w = 2s − s',
G = (ld|kc), X = (lc|kd). (8)

The four spin choices for the pairs (l,d) and (k,c), in the order αα, αβ, βα, ββ, give

(s − s')(G − X)t + (s − s')G(t − t') + sGt + s(G − X)(t − t')
= wuG − (2st − s't − st')X. (9)

If instead one T2 carries a, j and the other b, i, there are two hole contractions and the result is +P_ij(t's'X). The two amplitudes in T2² can be assigned in two ways, which cancels the ½ of the exponential. Both quadratic results are already symmetric under exchange of (ai) and (bj), so each may be written as ½P of itself.

These pieces can be regrouped to need fewer contractions. Put L_aikc = 2K − J and L_ldkc = 2G − X. Then

½uL_aikc = uK − tJ + ½t'J, (10)

¼uwL_ldkc = ½uwG − ½(2st − s't − st')X − ¼t's'X. (11)

The last term of each is unwanted. It is cancelled by −½t'(J − ½s'X), which has the same form as the exchange rings still to be added, −P_ij[t'(J − ½s'X)]. The complete residual is therefore

R_ij^ab = (ai|bj) + A + B + C + D + Q, (12)

A = Σ_cd (ac|bd) t_ij^cd, (13)

B = Σ_kl t_kl^ab [(ki|lj) + Σ_cd (kc|ld) t_ij^cd], (14)

C = ½P Σ_kc u_jk^bc [L_aikc + ½Σ_ld u_il^ad L_ldkc], (15)

D = −P(½ + P_ij) Σ_kc t_kj^bc [(ki|ac) − ½Σ_ld t_li^ad (kd|lc)], (16)

Q = P[Σ_c t_ij^ac F'_bc − Σ_k t_ik^ab F'_kj]. (17)

The numerical check compares (12) with a direct projection of exp(−T)H exp(T)|0⟩ in a full determinant space, using random integrals and amplitudes.

**4. Reading off the operation counts**

In the particle ladder (13), the indices i, j, a, b, c, d all run freely:

N_A = o²v⁴. (18)

Physically, two electrons already promoted to c and d scatter into a and b. This is the term with the most virtual indices, so it is the most sensitive to enlarging the basis.

The hole ladder (14) needs two contractions. The bracket has indices k, l, i, j, c, d; its application has k, l, i, j, a, b. Each costs o⁴v²:

N_B = 2o⁴v². (19)

In a ring, one particle–hole pair is annihilated while another is created. The inner contraction in (15) has indices a, i, l, d, k, c. Grouped into pairs, it is a product of two matrices of dimension ov, so it costs (ov)³. Applying the bracket costs the same. The exchange rings (16) also require two such products; the factor ½ + P_ij reuses one result in two index orders. Hence

N_C + N_D = 2o³v³ + 2o³v³ = 4o³v³. (20)

The intermediates are essential to this count. Evaluating a quadratic ring as one unrestricted sum would involve i, j, k, l, a, b, c, d together and cost of order o⁴v⁴.

Building F'_bc costs o²v³ and building F'_kj costs o³v². Their applications cost the same amounts again:

N_Q = 2o²v³ + 2o³v². (21)

These terms are of fifth order. The term (ai|bj) needs no product once the dressed integrals exist.

**5. Folding the ladder**

Write W_ab,cd = (ac|bd). Equation (3) and the amplitude symmetry in (1) say that exchanging the two electrons changes nothing:

W_ab,cd = W_ba,dc,  t_ij^cd = t_ji^dc. (22)

A direct use of (22) is to compute A_ij^ab for i ≥ j alone and obtain the rest from A_ji^ba = A_ij^ab. This leaves the fraction (o+1)/(2o) of the work, about one half when o is large. To save more, form

W±_ab,cd = W_ab,cd ± W_ab,dc,
t±_ij^cd = t_ij^cd ± t_ij^dc,
A±_ij^ab = A_ij^ab ± A_ij^ba. (23)

By (22), W_ba,cd = W_ab,dc. Therefore

A±_ij^ab = Σ_cd (W_ab,cd ± W_ba,cd) t_ij^cd
= Σ_cd W±_ab,cd t_ij^cd. (24)

Insert t_ij^cd = ½(t⁺_ij^cd + t⁻_ij^cd). A symmetric W⁺ summed with an antisymmetric t⁻ gives zero, since interchanging the names c and d reverses the sign of the sum. The same holds for W⁻ with t⁺. Thus

A±_ij^ab = ½ Σ_cd W±_ab,cd t±_ij^cd. (25)

The two sign combinations do not mix. In each product the signs from interchanging c and d cancel, so the orders cd and dc contribute equally. With f_cd = 1 for c > d and f_cc = ½,

A±_ij^ab = Σ_{c≥d} f_cd W±_ab,cd t±_ij^cd. (26)

For the minus sign the diagonal vanishes and need not be stored.

The external pairs can be restricted too. Definition (23) gives A±_ij^ba = ±A±_ij^ab. For the occupied pair, (22) gives

t±_ji^cd = t_ji^cd ± t_ji^dc = t_ij^dc ± t_ij^cd = ±t±_ij^cd, (27)

and therefore A±_ji^ab = ±A±_ij^ab. It is enough to calculate i ≥ j and a ≥ b for the plus sign, and i > j and a > b for the minus sign. The original quantities follow from

A_ij^ab = ½(A⁺_ij^ab + A⁻_ij^ab),
A_ij^ba = ½(A⁺_ij^ab − A⁻_ij^ab). (28)

There are n(n+1)/2 symmetric and n(n−1)/2 antisymmetric pairs of n orbitals. The folded count is

N_A,fold = [o(o+1)/2][v(v+1)/2]² + [o(o−1)/2][v(v−1)/2]²
= (ov²/8)[(o+1)(v+1)² + (o−1)(v−1)²]. (29)

Since (v±1)² = v² + 1 ± 2v, the square bracket equals 2o(v²+1) + 4v. Consequently

N_A,fold = ¼(o²v⁴ + o²v² + 2ov³), (30)

N_A,fold/N_A = ¼[1 + 1/v² + 2/(ov)]. (31)

The quarter has a simple origin. For large v, restricting the pairs ab and cd gives a factor ¼ in each sign combination. Restricting ij gives a further factor (o+1)/(2o) for the plus sign and (o−1)/(2o) for the minus sign. These two factors add to one for any o, so the limit requires large v but not large o; each combination separately approaches 1/8 only when o is large too. Relative to a code that already uses i ≥ j, which costs o(o+1)v⁴/2, the further factor is about ½ when o is large as well.

Forming W± and t± requires additions but no counted products. Their numbers scale as v⁴ and o²v², below the sixth-order contraction, although on a real machine the memory traffic takes time.

The argument rests on (22). It applies to the dressed integrals even though they have lost the creator–annihilator symmetry. It fails if W lacks pair-exchange symmetry, as the program confirms with a random array. In an unrestricted calculation the opposite-spin ladder has different spatial orbitals for its two electrons, so this folding does not apply to that block.

**6. What folding does to the other terms**

Both contractions of the hole ladder have the structure of (13): a like pair is summed and two like pairs remain. In each, two pairs are occupied and one is virtual. One folded contraction costs

(o²v/8)[(o+1)²(v+1) + (o−1)²(v−1)]
= (o²v/8)[2v(o²+1) + 4o]
= ¼(o⁴v² + o²v² + 2o³v). (32)

Doubling this gives

N_B,fold = ½(o⁴v² + o²v² + 2o³v). (33)

A ring sums over one particle and one hole. Interchanging c and k has no meaning as a symmetry of like orbitals, so the construction (23) has nothing to act on. This does not prove that no other rearrangement could shorten the rings; it shows that the ladder's quarter does not carry over to them.

For the arrangement (12)–(17), the leading sixth-order cost is therefore

N_6 ≈ ¼o²v⁴ + 4o³v³ + ½o⁴v². (34)

Before folding, ladder and rings cost the same when o²v⁴ = 4o³v³, or v = 4o. After folding, the leading terms balance when

¼o²v⁴ = 4o³v³,  v = 16o. (35)

Below this ratio the leading ring term is the larger, although the ladder has the higher power of v. The lower terms of (30) can move the crossing to a slightly smaller v when o is very small. At fixed o and v → ∞ the ladder dominates the other terms of (34). If the molecule grows with a fixed basis per atom, o and v grow together, v/o stays roughly constant, and the balance need not change.

The dressing of the ladder integrals is a separate expense. By (2), with bare integrals marked by the subscript 0,

(ac|bd) = (ac|bd)_0 − S Σ_k t_k^a [(kc|bd)_0 − ½Σ_l t_l^b (kc|ld)_0], (36)

where S adds the copy with (ac) and (bd) exchanged. The two halves of the quadratic term combine to the required product. The inner contraction costs o²v³ and the outer one ov⁴:

N_dress = ov⁴ + o²v³. (37)

For v much larger than o, its ratio to the folded ladder tends to 4/o. It is of lower order but can be costly for a small molecule. This cost arises only if the dressed (ac|bd) are formed explicitly. Inserting (36) into (13) and contracting with t_ij^cd first gives the same ladder from the bare (ac|bd)_0, plus a correction led by Σ_cd (kc|bd)_0 t_ij^cd at cost o³v³, which is smaller than ov⁴ when v > o². The other dressed integral blocks also require work of at most fifth order, which is not included here. One such piece is as large as (37): (ai|bj) contains Σ_cd t_i^c t_j^d (ac|bd)_0, which costs ov⁴ + o²v³ as two successive contractions unless t_i^c t_j^d is added to t_ij^cd in the ladder.

**7. Water in three basis sets**

Take water with O–H distances of 0.96 Å and an angle of 104.5°, chosen as inputs. All ten electrons are correlated, so o = 5. In cc-pVDZ, v = 19. The unfolded ladder (18) costs

5² × 19⁴ = 3.258 × 10⁶ operations. (38)

There are 15 symmetric and 10 antisymmetric occupied pairs, and 190 and 171 corresponding virtual pairs. Folding gives

15 × 190² + 10 × 171² = 8.339 × 10⁵ operations, (39)

a fraction 0.256 of (38). The excess over one quarter comes mainly from the term 2/(ov) in (31). The rings cost

4 × 5³ × 19³ = 3.430 × 10⁶ operations. (40)

The two terms are nearly equal before folding, as expected from v/o = 3.8. Afterwards the ladder costs 0.243 of the rings.

The larger bases change the balance:

- cc-pVTZ, v = 53: folded ladder 4.97 × 10⁷, rings 7.44 × 10⁷, ratio 0.668.
- cc-pVQZ, v = 110: folded ladder 9.18 × 10⁸, rings 6.66 × 10⁸, ratio 1.380.

The folded ladder thus overtakes the rings between the triple- and quadruple-zeta bases. For o = 5, including the lower terms in (30), the first integer v at which it reaches them is 80, in agreement with (35).

Folding both ladders reduces the total of (18)–(21) to 0.636 of its unfolded value in cc-pVDZ, 0.470 in cc-pVTZ and 0.376 in cc-pVQZ. The gain improves as the ladder takes a larger share of the work, but in these bases the whole residual is far from four times cheaper; at fixed o the ratio approaches ¼ only as v → ∞.

These totals omit the dressing. In cc-pVDZ, (37) gives 8.23 × 10⁵ operations, almost as many as the folded ladder. In cc-pVQZ it gives 7.65 × 10⁸, still about 0.83 of the folded ladder. With five occupied orbitals, the formally lower order of this step is no reason to neglect it if the dressed (ac|bd) are formed; the o³v³ route through the bare integrals costs about 0.18 of the folded ladder in cc-pVQZ and about 1.1 of it in cc-pVDZ.

In cc-pVDZ the CCSD correlation energy is −0.21348 hartree, added to a restricted Hartree–Fock energy of −76.02665 hartree. Folding leaves the CCSD equations unchanged, so it does not alter this energy beyond rounding. The energy still omits connected triple and higher excitations, the effect of a larger basis, and relativity. The basis effect is large: in cc-pVTZ the Hartree–Fock energy falls by 0.030 hartree to −76.0570 and the correlation energy by 0.068 hartree to −0.2810.

For planning, v/o is the first number to inspect. Among the terms of (34), the ring products are the larger cost near v/o = 4 once the ladder has been folded; well above 16, the ladder is. For small o, a code that forms the dressed (ac|bd) must weigh (37) as well: comparison with (30) shows that it exceeds the folded ladder whenever o ≤ 4, and for v > o² the route through the bare integrals is the cheaper one. Operation counts alone do not fix the elapsed time, because matrix shapes, memory traffic and parallel efficiency differ between the terms.

Values computed for the example and the checks

```
max error of residual vs operator definition: 2.0e-15
max error of folded ladder: 3.3e-16
folding error without pair symmetry: 2.95
sizes (o,v) with exact count agreement: 12
Executed products for o = 3, v = 4:
  driver: 0
  particle ladder: 2304
  hole ladder: 2592
  direct ring: 3456
  exchange ring: 3456
  Fock terms: 2016
  folded particle ladder: 708
  folded hole ladder: 828
  dressing of (ac|bd): 1344
Water: O-H 0.96 angstrom, angle 104.5 degrees, all electrons
RHF/cc-pVDZ energy: -76.026654 hartree
CCSD/cc-pVDZ correlation energy: -0.213480 hartree
largest doubles residual: 2.7e-09 hartree
largest folding error in water: 1.1e-16 hartree
cc-pVDZ: o = 5, v = 19, v/o = 3.8; operations:
  ladder plain 3.2580e+06, folded 8.3391e+05, ratio 0.2560
  rings 3.4295e+06, folded ladder/rings 0.243
  hole ladder plain 4.512e+05, folded 1.197e+05; Fock terms 4.332e+05
  total plain 7.5720e+06, folded 4.8163e+06, ratio 0.636
  dressing of (ac|bd), not in totals: 8.231e+05
cc-pVTZ: o = 5, v = 53, v/o = 10.6; operations:
  ladder plain 1.9726e+08, folded 4.9705e+07, ratio 0.2520
  rings 7.4438e+07, folded ladder/rings 0.668
  hole ladder plain 3.511e+06, folded 9.196e+05; Fock terms 8.146e+06
  total plain 2.8336e+08, folded 1.3321e+08, ratio 0.470
  dressing of (ac|bd), not in totals: 4.317e+07
cc-pVQZ: o = 5, v = 110, v/o = 22.0; operations:
  ladder plain 3.6602e+09, folded 9.1847e+08, ratio 0.2509
  rings 6.6550e+08, folded ladder/rings 1.380
  hole ladder plain 1.512e+07, folded 3.946e+06; Fock terms 6.958e+07
  total plain 4.4104e+09, folded 1.6575e+09, ratio 0.376
  dressing of (ac|bd), not in totals: 7.653e+08
o = 5: plain ladder reaches the rings at v = 20
o = 5: folded ladder reaches the rings at v = 80
```
